# Why Melt-Grown (001) GaAs Wafers Often Show W-Shaped Dislocation Density: verification in Python

```python
# RESULT UNDER TEST: a long [001] cylinder with a parabolic radial temperature
# T = Tc - dT*x, x = (r/R)^2, has a summed resolved shear stress on the twelve
# {111}<110> slip systems that is high at centre and rim and low between (a W).
# s     : in-plane stress amplitude, E*alpha*dT/(4(1-nu)) in the basic model
# k     : core-type stress difference relative to s (k = 1 in the basic model)
# phi   : azimuth from [100];  tau_c : critical resolved shear stress
# m     : axial curvature, from an added temperature m*dT*z^2/R^2
# Stress factors are resolved stresses in units of s/sqrt(6).
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const

# ---------- stresses from displacements, solved symbolically ----------
r, z, nu_s, m_s = sp.symbols('r z nu m', positive=True)
b0, b1, b2, e0, e1, e2 = unknowns = sp.symbols('b0 b1 b2 e0 e1 e2')
temp = -r**2 + m_s*z**2                 # units: E = alpha*dT = R = 1
u_r = r*(b0 + b1*r**2 + b2*z**2)
u_z = z*(e0 + e1*r**2 + e2*z**2)
lam = nu_s/((1 + nu_s)*(1 - 2*nu_s))
mu = 1/(2*(1 + nu_s))
strain = [sp.diff(u_r, r), sp.expand(u_r/r), sp.diff(u_z, z)]
srr, stt, szz = [sp.expand(lam*sum(strain) + 2*mu*e - (3*lam + 2*mu)*temp)
                 for e in strain]
srz = sp.expand(mu*(sp.diff(u_r, z) + sp.diff(u_z, r)))
conditions = [
    sp.diff(srr, r) + (srr - stt)/r + sp.diff(srz, z),
    sp.diff(srz, r) + srz/r + sp.diff(szz, z),
    srr.subs(r, 1), srz.subs(r, 1),
    sp.integrate(sp.expand(szz*r), (r, 0, 1))]
equations = []
for condition in conditions:
    equations += sp.Poly(sp.expand(condition), r, z).coeffs()
solutions = sp.solve(equations, unknowns, dict=True)
assert len(solutions) == 1
sol = solutions[0]
s_formula = (1 + nu_s - nu_s*m_s)/(4*(1 - nu_s)*(1 + nu_s))
axial_formula = (1 - m_s)/4 + nu_s*s_formula
for found, expected in [(srr, -s_formula*(1 - r**2)),
                        (stt, -s_formula*(1 - 3*r**2)),
                        (szz, -axial_formula*(2 - 4*r**2))]:
    assert sp.simplify(found.subs(sol) - expected) == 0

# heat balance: Laplacian of T = -(cooling rate)/(diffusivity), scaled
q_s = sp.symbols('q', positive=True)
laplacian = sp.diff(r*sp.diff(temp, r), r)/r + sp.diff(temp, z, 2)
m_balance = sp.solve(sp.expand(laplacian) + q_s, m_s)[0]
assert sp.simplify(m_balance - (2 - q_s/2)) == 0

# ---------- example inputs: rough values for hot gallium arsenide ----------
radius = 0.050          # m
dT = 15.0               # K
alpha = 7e-6            # 1/K
c11, c12, c44 = 100e3, 45e3, 50e3    # MPa
tau_c = 0.5             # MPa
hot_T = 1450.0          # K
diffusivity = 3e-6      # m^2/s
pull_rate = 8.0         # mm/h
axial_gradient = 5.0    # K/mm
stress_activation = 0.4 # eV, for tau_c proportional to exp(U/kT)
burgers = 0.4e-9        # m

den = (c11 - c12)*(c11 + 2*c12)
S11, S12, S44 = (c11 + c12)/den, -c12/den, 1/c44
E, nu = 1/S11, -S12/S11
s_basic = E*alpha*dT/(4*(1 - nu))

def cubic_amplitude(a11, a12, a44):
    """In-plane amplitude and k from compliances, for the radial profile."""
    poisson = -a12/a11
    beta11, beta12 = a11 - a12**2/a11, a12 - a12**2/a11
    amp = 2*(1 + poisson)*alpha*dT/(6*beta11 + 2*beta12 + a44)
    ratio = alpha*dT/(4*a11*amp) + poisson
    return amp, 2*ratio - 1

def curvature_amplitude(m):
    """In-plane amplitude and k for isotropic elasticity and curvature m."""
    amp = s_basic*(1 + nu - nu*m)/(1 + nu)
    ratio = (1 - m)*E*alpha*dT/(4*amp) + nu
    return amp, 2*ratio - 1

# ---------- energy minimization with the full stiffness matrix ----------
def minimized_stress(k11, k12, k44):
    nodes, weights = np.polynomial.legendre.leggauss(8)
    xq, wq = (nodes + 1)/2, weights/2
    ang = 2*np.pi*np.arange(24)/24
    X = (np.sqrt(xq)[:, None]*np.cos(ang)).ravel()
    Y = (np.sqrt(xq)[:, None]*np.sin(ang)).ravel()
    W = np.repeat(wq, 24)/24
    powers = [(i, j) for i in range(6) for j in range(6 - i) if i + j > 0]
    n = len(powers)
    B = np.zeros((len(X), 4, 2*n + 1))
    for a, (i, j) in enumerate(powers):
        dx = i*X**max(i - 1, 0)*Y**j
        dy = j*X**i*Y**max(j - 1, 0)
        B[:, 0, a], B[:, 3, a] = dx, dy
        B[:, 1, n + a], B[:, 3, n + a] = dy, dx
    B[:, 2, -1] = 1.0
    free = np.zeros((len(X), 4))
    free[:, :3] = -(X**2 + Y**2)[:, None]      # units of alpha*dT
    C = np.array([[k11, k12, k12, 0], [k12, k11, k12, 0],
                  [k12, k12, k11, 0], [0, 0, 0, k44]])
    root = np.linalg.cholesky(C/k11).T
    A = np.einsum('ij,qjk->qik', root, B)*np.sqrt(W)[:, None, None]
    f = np.einsum('ij,qj->qi', root, free)*np.sqrt(W)[:, None]
    coef = np.linalg.lstsq(A.reshape(-1, 2*n + 1), f.ravel(), rcond=1e-11)[0]
    elastic = np.einsum('qij,j->qi', B, coef) - free
    return X, Y, alpha*dT*elastic @ C

def stress_tensor(x, phi, k):
    """Stress in cube axes, in units of the in-plane amplitude."""
    x, phi = np.broadcast_arrays(np.asarray(x, float), np.asarray(phi, float))
    radial, hoop = -(1 - x), -(1 - 3*x)
    axial = -(k + 1)/2*(2 - 4*x)
    er = np.stack([np.cos(phi), np.sin(phi), 0*phi], -1)
    et = np.stack([-np.sin(phi), np.cos(phi), 0*phi], -1)
    ez = np.array([0., 0., 1.])
    return (radial[..., None, None]*er[..., :, None]*er[..., None, :]
            + hoop[..., None, None]*et[..., :, None]*et[..., None, :]
            + axial[..., None, None]*np.outer(ez, ez))

iso44 = E/(2*(1 + nu))
iso12 = E*nu/((1 + nu)*(1 - 2*nu))
iso11 = iso12 + 2*iso44
s_cubic, k_cubic = cubic_amplitude(S11, S12, S44)
for stiffness, amp, k in [((iso11, iso12, iso44), s_basic, 1.0),
                          ((c11, c12, c44), s_cubic, k_cubic)]:
    X, Y, numeric = minimized_stress(*stiffness)
    tensor = amp*stress_tensor(X**2 + Y**2, np.arctan2(Y, X), k)
    expected = np.stack([tensor[:, 0, 0], tensor[:, 1, 1],
                         tensor[:, 2, 2], tensor[:, 0, 1]], -1)
    assert np.max(np.abs(numeric - expected)) < 1e-6*amp

# ---------- explicit slip systems against the closed sum ----------
normals = [np.array([a, b, 1]) for a in (1, -1) for b in (1, -1)]
directions = [np.array(v) for v in [(1, 1, 0), (1, -1, 0), (1, 0, 1),
                                    (1, 0, -1), (0, 1, 1), (0, 1, -1)]]
systems = [(n, b) for n, b in itertools.product(normals, directions)
           if n @ b == 0]
assert len(systems) == 12
schmid = np.array([np.outer(n, b) for n, b in systems])/np.sqrt(6)

def slip_factors(x, phi, k=1.0):
    tensor = stress_tensor(x, phi, k)
    return np.sqrt(6)*np.abs(np.einsum('...ij,aij->...a', tensor, schmid))

def closed_sum(x, phi, k=1.0):
    c, d = np.abs(np.cos(2*phi)), np.abs(np.sin(2*phi))
    core = np.abs(k*(1 - 2*x))
    return (8*x*c + 4*np.maximum(core, (c + d)*x)
            + 4*np.maximum(core, np.abs(c - d)*x))

xs = np.linspace(0, 1, 1001)
phis = np.radians(np.linspace(0, 90, 181))
XX, PP = np.meshgrid(xs, phis)
for k in (1.0, k_cubic, -3.0):
    assert np.allclose(slip_factors(XX, PP, k).sum(-1),
                       closed_sum(XX, PP, k), atol=1e-11)
factors = slip_factors(XX, PP)
sums = factors.sum(-1)
assert np.all(sums[:, -1] >= sums[:, 0] - 1e-10)
assert np.all(sums.min(axis=1) < 0.9*sums[:, 0])

# location of the minimum, from a scan and from the piecewise-linear rule
def minimum_x(phi):
    c, d = abs(np.cos(2*phi)), abs(np.sin(2*phi))
    return 1/(2 + c + d) if 3*c + d > 2 else 1/(2 + abs(c - d))
for degrees in (0, 10, 22.5, 30, 40, 45):
    phi = np.radians(degrees)
    scanned = xs[np.argmin(slip_factors(xs, phi).sum(-1))]
    assert abs(scanned - minimum_x(phi)) < 1.5e-3
min_radii = np.sqrt([minimum_x(p) for p in np.radians(np.linspace(0, 90, 9001))])
assert 0.54 < min_radii.min() < min_radii.max() < 0.625

# slip thresholds; tolerance is set by the scan spacing
largest = factors.max(-1)
weakest_on_ray = largest.min(axis=1)
ring_limit, patch_limit = weakest_on_ray.max(), weakest_on_ray.min()
rim_limit, centre_limit = largest[:, -1].max(), largest[:, 0].max()
assert abs(ring_limit - (np.sqrt(3) - 1)) < 2e-3
assert abs(patch_limit - 0.5) < 2e-3
assert abs(rim_limit - (1 + np.sqrt(2))) < 1e-10
assert abs(centre_limit - 1) < 1e-10

# ---------- worked example ----------
unit = s_basic/np.sqrt(6)
t = tau_c/unit
print(f"Radius {radius*1e3:.0f} mm; centre-to-rim drop {dT:.0f} K")
print(f"Rough expansion {alpha:.1e} 1/K; critical stress {tau_c:.2f} MPa")
print(f"Rough C11, C12, C44: {c11/1e3:.0f}, {c12/1e3:.0f}, {c44/1e3:.0f} GPa")
print(f"Derived [001] E {E/1e3:.2f} GPa; Poisson ratio {nu:.4f}")
print(f"Stress amplitude s {s_basic:.3f} MPa; s/sqrt(6) {unit:.3f} MPa")
print(f"Threshold t {t:.3f} (dimensionless)")
print(f"Centre radial, hoop, axial stress: {-s_basic:.3f}, "
      f"{-s_basic:.3f}, {-2*s_basic:.3f} MPa")
print(f"Rim radial, hoop, axial stress: 0, {2*s_basic:.3f}, "
      f"{2*s_basic:.3f} MPa")
print(f"Minimum radius over azimuth: {min_radii.min():.3f} to "
      f"{min_radii.max():.3f} R")
print("Profile: r (mm); sum, excess [100] (MPa); sum, excess [110] (MPa)")
for rho in (0, 0.2, 0.4, 0.5, 0.6, 0.7, 0.8, 0.9, 1):
    row = []
    for phi in (0, np.pi/4):
        tau = unit*slip_factors(rho**2, phi)
        row += [tau.sum(), np.maximum(tau - tau_c, 0).sum()]
    print(f"  {rho*radius*1e3:4.0f}  " + "  ".join(f"{v:6.3f}" for v in row))
for label, phi in (("[100]", 0), ("[110]", np.pi/4)):
    excess = np.maximum(unit*slip_factors(xs, phi) - tau_c, 0).sum(-1)
    j = np.argmin(excess)
    assert 0 < j < len(xs) - 1 and excess[j] < excess[0] < excess[-1]
    print(f"Excess minimum {label}: {excess[j]:.3f} MPa at "
          f"{radius*1e3*np.sqrt(xs[j]):.1f} mm")
for label, limit in (("rim slip begins", 1 + np.sqrt(2)),
                     ("centre slip begins", 1.0),
                     ("unbroken clean ring ends", np.sqrt(3) - 1),
                     ("last clean patches end", 0.5)):
    print(f"Temperature drop where {label}: {dT*t/limit:.2f} K")

# ---------- sizes of neglected effects ----------
cooling = pull_rate*axial_gradient/3600       # K/s in the moving material
m_growth = 2 - cooling*radius**2/(2*diffusivity*dT)
cases = [("basic", s_basic, 1.0), ("cubic elastic", s_cubic, k_cubic),
         ("steady conduction", *curvature_amplitude(2.0)),
         ("growth", *curvature_amplitude(m_growth))]
assert abs(cases[2][2] + 3) < 1e-10
print("Cases: total stress at centre, minimum, rim (MPa)")
for name, amp, k in cases:
    print(f"  {name}: s = {amp:.3f} MPa, k = {k:.3f}")
    for label, phi in (("[100]", 0), ("[110]", np.pi/4)):
        total = amp/np.sqrt(6)*slip_factors(xs, phi, k).sum(-1)
        assert total.min() < 0.9*min(total[0], total[-1])
        print(f"    {label}: {total[0]:.3f}, {total.min():.3f}, "
              f"{total[-1]:.3f}")

def curvature_for(k):
    q = 1 - 2*nu + k
    return (2*(1 - nu) - q)/(2*(1 - nu) - q*nu/(1 + nu))
m_low, m_zero, m_high = [curvature_for(k) for k in (0.5, 0, -0.5)]
def central_peak(m):
    k = curvature_amplitude(m)[1]
    values = slip_factors(np.array([0, 0.01]), 0, k).sum(-1)
    return values[0] > values[1]
assert central_peak(m_low - 0.02) and not central_peak(m_low + 0.02)
assert central_peak(m_high + 0.02) and not central_peak(m_high - 0.02)
assert slip_factors(0, 0, curvature_amplitude(m_zero)[1]).sum() < 1e-10
print(f"No central peak along [100] for m {m_low:.3f} to {m_high:.3f}")
print(f"Centre shear vanishes at m {m_zero:.3f}")
print(f"Growth inputs: {pull_rate:.0f} mm/h, {axial_gradient:.0f} K/mm, "
      f"diffusivity {diffusivity*1e4:.3f} cm2/s")
print(f"Growth cooling {cooling*3600:.1f} K/h; curvature m {m_growth:.3f}")
rate_radial = 4*diffusivity*dT/radius**2*3600
print(f"Cooling rate for radial-only model (m = 0): {rate_radial:.1f} K/h")
kB = const.k/const.e
hardening = np.exp(stress_activation/kB*(1/(hot_T - dT) - 1/hot_T)) - 1
print(f"Rough activation {stress_activation:.1f} eV at {hot_T:.0f} K: "
      f"rim critical stress up {100*hardening:.2f} percent")
density = 2*alpha*dT/(radius*burgers)*1e-4
print(f"Density matching rim thermal-strain gradient: {density:.0f} cm^-2 "
      f"(Burgers vector {burgers*1e9:.1f} nm)")
print("all tests passed")
```

Output:

```
Radius 50 mm; centre-to-rim drop 15 K
Rough expansion 7.0e-06 1/K; critical stress 0.50 MPa
Rough C11, C12, C44: 100, 45, 50 GPa
Derived [001] E 72.07 GPa; Poisson ratio 0.3103
Stress amplitude s 2.743 MPa; s/sqrt(6) 1.120 MPa
Threshold t 0.446 (dimensionless)
Centre radial, hoop, axial stress: -2.743, -2.743, -5.486 MPa
Rim radial, hoop, axial stress: 0, 5.486, 5.486 MPa
Minimum radius over azimuth: 0.541 to 0.623 R
Profile: r (mm); sum, excess [100] (MPa); sum, excess [110] (MPa)
     0   8.959   4.959   8.959   4.959
    10   8.601   4.242   8.242   4.242
    20   7.526   2.092   6.092   2.092
    25   6.719   1.599   4.480   1.360
    30   6.450   2.092   3.225   0.867
    35   8.780   2.780   4.390   0.390
    40  11.468   5.855   5.734   2.121
    45  14.514   9.662   7.257   4.406
    50  17.918  13.918   8.959   6.959
Excess minimum [100]: 1.481 MPa at 23.6 mm
Excess minimum [110]: 0.320 MPa at 34.7 mm
Temperature drop where rim slip begins: 2.77 K
Temperature drop where centre slip begins: 6.70 K
Temperature drop where unbroken clean ring ends: 9.15 K
Temperature drop where last clean patches end: 13.39 K
Cases: total stress at centre, minimum, rim (MPa)
  basic: s = 2.743 MPa, k = 1.000
    [100]: 8.959, 5.976, 17.918
    [110]: 8.959, 2.992, 8.959
  cubic elastic: s = 3.278 MPa, k = 0.775
    [100]: 8.297, 6.509, 21.411
    [110]: 8.297, 3.254, 10.705
  steady conduction: s = 1.444 MPa, k = -3.000
    [100]: 14.146, 4.046, 18.861
    [110]: 14.146, 2.023, 14.146
  growth: s = 1.644 MPa, k = -1.970
    [100]: 10.580, 4.285, 15.950
    [110]: 10.580, 2.143, 10.580
No central peak along [100] for m 0.427 to 1.065
Centre shear vanishes at m 0.776
Growth inputs: 8 mm/h, 5 K/mm, diffusivity 0.030 cm2/s
Growth cooling 40.0 K/h; curvature m 1.691
Cooling rate for radial-only model (m = 0): 259.2 K/h
Rough activation 0.4 eV at 1450 K: rim critical stress up 3.40 percent
Density matching rim thermal-strain gradient: 1050 cm^-2 (Burgers vector 0.4 nm)
all tests passed
```
